# Why momentum alone gives the wrong polarization current with nonlocal pseudopotentials: verification in Python

```python
"""Result under test: for a crystal with a nonlocal pseudopotential, the adiabatic
current integrated along an insulating path equals the Berry-phase polarization
change if velocity = i[H,x] = p + i[V_nl,x], but not if velocity = p (mass = 1).
Model: 1D chain, one doubly occupied band, Gaussian wells on cation and anion,
and V_nl = D |beta><beta| on the anion, beta(x) proportional to x exp(-x^2/(2 S^2)).
u: anion displacement; k: crystal momentum; G: reciprocal vectors.
Internal units are atomic; printed units are stated on each line."""
import numpy as np
from scipy.constants import physical_constants, elementary_charge, epsilon_0
from scipy.constants import hbar, k as boltzmann

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FIELD_AU = physical_constants["atomic unit of electric field"][0]
PERIOD = 5.0 / BOHR
AREA_A2 = 6.7
U_END = 0.5 / BOHR
WELL_ANION = 20.0 / HARTREE
WELL_CATION = 8.0 / HARTREE
WIDTH = 0.7 / BOHR
S = 0.7 / BOHR
D_MAIN = 5.0 / HARTREE
BETA_NORM = np.sqrt(2 / (np.sqrt(np.pi) * S**3))


def crystal(k, u, D=D_MAIN, n=10, length=PERIOD, cation=1.0, deepen=1.0):
    """Return H_k, momentum, full velocity, dH/du (anion), dH/dshift (all ions)."""
    G = 2 * np.pi / length * np.arange(-n, n + 1)
    q = k + G
    dG = G[:, None] - G[None, :]
    phase = np.exp(-1j * dG * (length / 2 + u))
    gauss = WIDTH * np.sqrt(2 * np.pi) / length * np.exp(-(dG * WIDTH)**2 / 2)
    pref = BETA_NORM * np.sqrt(2 * np.pi) * S**3
    f = pref * q * np.exp(-(q * S)**2 / 2)
    df = pref * (1 - (q * S)**2) * np.exp(-(q * S)**2 / 2)
    anion = (-deepen * WELL_ANION * gauss + D / length * np.outer(f, f)) * phase
    H = np.diag(q**2 / 2) + anion - cation * WELL_CATION * gauss
    p = np.diag(q)
    v = p + D / length * (np.outer(df, f) + np.outer(f, df)) * phase
    return H, p, v, -1j * dG * anion, -1j * dG * H


def mesh(nk):
    return 2 * np.pi / PERIOD * ((np.arange(nk) + 0.5) / nk - 0.5)


def adiabatic_velocity(velocity, dH, E, C):
    """Velocity of the lowest band per unit rate of the path parameter."""
    left = C[:, 0].conj() @ velocity @ C[:, 1:]
    right = C[:, 1:].conj().T @ dH @ C[:, 0]
    return 2 * np.imag(np.sum(left * right / (E[1:] - E[0])**2))


def integrated_current(nk=24, nu=8, D=D_MAIN, n=10):
    """Electron displacement from (full velocity, momentum only)."""
    nodes, weights = np.polynomial.legendre.leggauss(nu)
    total = np.zeros(2)
    for x, w in zip(nodes, weights):
        for k in mesh(nk):
            H, p, v, dH, _ = crystal(k, U_END * (x + 1) / 2, D, n)
            E, C = np.linalg.eigh(H)
            pair = [adiabatic_velocity(op, dH, E, C) for op in (v, p)]
            total += w * U_END / 2 * np.array(pair) / nk
    return total


def wannier_centre(u, D=D_MAIN, nk=200, deepen=1.0):
    """Berry-phase centre from overlaps only; no velocity operator enters."""
    states = [np.linalg.eigh(crystal(k, u, D, deepen=deepen)[0])[1][:, 0]
              for k in mesh(nk)]
    closing = np.roll(states[0], -1)
    closing[-1] = 0
    states.append(closing)
    product = 1.0 + 0j
    for a, b in zip(states[:-1], states[1:]):
        product *= np.vdot(a, b)
    return (-PERIOD / (2 * np.pi) * np.angle(product)) % PERIOD


def propagate(steps=800, duration=400.0, nk=8):
    """Time-dependent Schroedinger equation for a smooth ramp of u.
    H is constant within a step; the current is averaged exactly over the step,
    which multiplies each matrix element by sin(z)/z, z = (E_m - E_n) dt / 2."""
    dt = duration / steps
    total = np.zeros(2)
    for k in mesh(nk):
        psi = np.linalg.eigh(crystal(k, 0.0)[0])[1][:, 0]
        for j in range(steps):
            s = (j + 0.5) / steps
            u = U_END * (s - np.sin(2 * np.pi * s) / (2 * np.pi))
            H, p, v, _, _ = crystal(k, u)
            E, C = np.linalg.eigh(H)
            half = np.exp(-0.5j * E * dt)
            coeff = half * (C.conj().T @ psi)
            average = np.sinc((E[:, None] - E[None, :]) * dt / (2 * np.pi))
            density = C @ (average * np.outer(coeff, coeff.conj())) @ C.conj().T
            total += dt / nk * np.array(
                [np.sum(op * density.T).real for op in (v, p)])
            psi = C @ (half * coeff)
    return total


# Commutator i[V_nl,x] by real-space quadrature against the k derivative.
k_test, u_test = 0.13, U_END / 2
H, p, v, dH, _ = crystal(k_test, u_test)
G = 2 * np.pi / PERIOD * np.arange(-10, 11)
x = np.linspace(-14, 14, 5601)
beta = BETA_NORM * x * np.exp(-x**2 / (2 * S**2))
waves = np.exp(-1j * np.outer(k_test + G, x)) * (x[1] - x[0])
b, xb = waves @ beta, waves @ (x * beta)
commutator = 1j * D_MAIN / PERIOD * (np.outer(b, xb.conj()) - np.outer(xb, b.conj()))
commutator = commutator * np.exp(
    -1j * (G[:, None] - G[None, :]) * (PERIOD / 2 + u_test))
commutator_error = np.max(np.abs(commutator - (v - p)))
assert commutator_error < 1e-8
assert np.max(np.abs(commutator)) > 1e-2

# Derivative of the Bloch state by finite differences against both operators.
E, C = np.linalg.eigh(H)
h = 1e-4
plus, minus = [np.linalg.eigh(crystal(k_test + s * h, u_test)[0])[1][:, 0]
               for s in (1, -1)]
dstate = (plus / np.vdot(C[:, 0], plus) - minus / np.vdot(C[:, 0], minus)) / (2 * h)
direct = C[:, 1:].conj().T @ dstate
errors = [np.linalg.norm(direct - C[:, 1:].conj().T @ op @ C[:, 0] / (E[0] - E[1:]))
          for op in (v, p)]
assert errors[0] < 1e-5 and errors[1] > 1e-2

# Main comparison, with convergence and real-time evolution.
start, end = wannier_centre(0.0), wannier_centre(U_END)
berry = end - start
full, momentum = integrated_current()
fine = integrated_current(nk=36, nu=12, n=14)
berry_coarse = wannier_centre(U_END, nk=100) - wannier_centre(0.0, nk=100)
real_time = propagate()
time_shift = np.max(np.abs(propagate(steps=400) - real_time))
assert abs(start - PERIOD / 2) * BOHR < 1e-5
assert abs(full - berry) * BOHR < 1e-5
assert abs(momentum - berry) * BOHR > 1e-2
assert np.max(np.abs(fine - [full, momentum])) * BOHR < 1e-5
assert abs(berry_coarse - berry) * BOHR < 1e-4
assert abs(real_time[0] - berry) * BOHR < 1e-3
assert abs(real_time[1] - momentum) * BOHR < 1e-3
assert time_shift * BOHR < 1e-3

# Projector scan, including the local control case.
scan = []
for D_eV in (-3.0, 0.0, 2.5, 5.0):
    D = D_eV / HARTREE
    reference = wannier_centre(U_END, D) - wannier_centre(0.0, D)
    current = integrated_current(D=D)
    assert abs(current[0] - reference) * BOHR < 1e-5
    if D_eV == 0:
        assert abs(current[1] - reference) * BOHR < 1e-5
    scan.append((D_eV, reference * BOHR, current[1] * BOHR))

# Rigid translation by one period: integer charge only with the full velocity.
count_full = count_p = count_sum = 0.0
for k in mesh(24):
    H, p, v, _, dshift = crystal(k, U_END)
    E, C = np.linalg.eigh(H)
    count_full += 2 * adiabatic_velocity(v, dshift, E, C) / 24
    count_p += 2 * adiabatic_velocity(p, dshift, E, C) / 24
    p_elements = C[:, 1:].conj().T @ p @ C[:, 0]
    count_sum += 2 * np.sum(2 * np.abs(p_elements)**2 / (E[1:] - E[0])) / 24
assert abs(count_full - 2) < 1e-6
assert abs(count_p - count_sum) < 1e-8 and abs(count_p - 2) > 0.02

# Smallest gap along the path.
gaps = []
for u in np.linspace(0, U_END, 6):
    bands = np.array([np.linalg.eigvalsh(crystal(k, u)[0])[:2]
                      for k in np.linspace(-np.pi / PERIOD, np.pi / PERIOD, 25)])
    gaps.append(bands[:, 1].min() - bands[:, 0].max())
gap = min(gaps)
assert gap * HARTREE > 2

# Polarization and sizes of neglected effects.
volume = PERIOD * BOHR * AREA_A2
to_uC = elementary_charge * 1e20 * 100


def polarization(displacement):
    return -2 * displacement * BOHR / volume * to_uC


field, temperature, switching_time, permittivity = 1e8, 300.0, 1e-9, 30.0
lattice_response = epsilon_0 * (permittivity - 1) * field * 100
rms = 0.1 / BOHR
vibration = polarization((wannier_centre(U_END + rms) + wannier_centre(U_END - rms)
                          - 2 * end) / 2)
reshaping = polarization(wannier_centre(U_END, deepen=1.1) - end)
side = np.sqrt(AREA_A2) / BOHR
side_bands = [np.linalg.eigvalsh(crystal(k, 0, length=side, cation=0)[0])[0]
              for k in (0, np.pi / side)]
gap_joule = gap * HARTREE * elementary_charge
log_carriers = -gap_joule / (2 * boltzmann * temperature) / np.log(10)
log_tunnel = -np.pi * gap**1.5 / (2 * np.sqrt(2) * field / FIELD_AU) / np.log(10)
slowness = hbar / (gap_joule * switching_time)

print(f"chain period: {PERIOD*BOHR:.2f} angstrom")
print(f"cross-section per chain: {AREA_A2:.2f} angstrom^2")
print(f"cell volume: {volume:.2f} angstrom^3")
print(f"anion displacement: {U_END*BOHR:.2f} angstrom")
print(f"anion well depth: {WELL_ANION*HARTREE:.1f} eV")
print(f"cation well depth: {WELL_CATION*HARTREE:.1f} eV")
print(f"Gaussian width of wells: {WIDTH*BOHR:.2f} angstrom")
print(f"projector width S: {S*BOHR:.2f} angstrom")
print(f"projector strength D: {D_MAIN*HARTREE:.1f} eV")
print(f"smallest gap on path: {gap*HARTREE:.3f} eV")
print(f"largest commutator matrix error: {commutator_error:.1e} atomic units")
print(f"state-derivative error, full velocity: {errors[0]*BOHR:.1e} angstrom")
print(f"state-derivative error, momentum only: {errors[1]*BOHR:.4f} angstrom")
print(f"Wannier centre at start: {start*BOHR:.5f} angstrom")
print(f"Wannier centre at end: {end*BOHR:.5f} angstrom")
print(f"Berry-phase electron displacement: {berry*BOHR:.5f} angstrom")
print(f"integrated full current: {full*BOHR:.5f} angstrom")
print(f"integrated momentum current: {momentum*BOHR:.5f} angstrom")
print(f"missing commutator part: {(full-momentum)*BOHR:.5f} angstrom")
print(f"momentum-only relative error: {100*(momentum/berry-1):.2f} percent")
print(f"real-time full displacement: {real_time[0]*BOHR:.5f} angstrom")
print(f"real-time momentum displacement: {real_time[1]*BOHR:.5f} angstrom")
print(f"real-time shift on doubling the step: {time_shift*BOHR:.1e} angstrom")
print(f"Berry polarization change: {polarization(berry):.3f} uC/cm2")
print(f"full-current polarization change: {polarization(full):.3f} uC/cm2")
print(f"momentum-only polarization change: {polarization(momentum):.3f} uC/cm2")
print(f"mean effective anion charge: {-2*berry/U_END:.4f} e")
for D_eV, reference, wrong in scan:
    print(f"D = {D_eV:.1f} eV: Berry {reference:.5f}, momentum {wrong:.5f} angstrom")
print(f"rigid shift, full velocity: {count_full:.6f} electrons per cell")
print(f"rigid shift, momentum only: {count_p:.6f} electrons per cell")
print(f"shift on refinement, full: {abs(fine[0]-full)*BOHR:.1e} angstrom")
print(f"shift on refinement, momentum: {abs(fine[1]-momentum)*BOHR:.1e} angstrom")
print(f"Berry shift, 100 to 200 k points: {abs(berry_coarse-berry)*BOHR:.1e} angstrom")
print(f"rough switching field: {field/1e8:.1f} MV/cm")
print(f"rough relative permittivity: {permittivity:.0f}")
print(f"neglected dielectric response: {lattice_response:.2f} uC/cm2")
print(f"assumed rms vibration: {rms*BOHR:.2f} angstrom")
print(f"vibrational shift of mean polarization: {vibration:.4f} uC/cm2")
print(f"effect of 10 percent deeper final anion well: {reshaping:.4f} uC/cm2")
print(f"spacing of neighbouring chains: {side*BOHR:.3f} angstrom")
print(f"band width at that spacing: {(side_bands[1]-side_bands[0])*HARTREE:.3f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"log10 of thermal carrier factor: {log_carriers:.1f}")
print(f"log10 of interband tunnelling factor: {log_tunnel:.0f}")
print(f"switching time: {switching_time*1e9:.1f} ns")
print(f"hbar/(gap * switching time): {slowness:.1e}")
print("all assertions hold")
```

Printed output:

```
chain period: 5.00 angstrom
cross-section per chain: 6.70 angstrom^2
cell volume: 33.50 angstrom^3
anion displacement: 0.50 angstrom
anion well depth: 20.0 eV
cation well depth: 8.0 eV
Gaussian width of wells: 0.70 angstrom
projector width S: 0.70 angstrom
projector strength D: 5.0 eV
smallest gap on path: 8.826 eV
largest commutator matrix error: 4.3e-14 atomic units
state-derivative error, full velocity: 5.5e-09 angstrom
state-derivative error, momentum only: 0.1864 angstrom
Wannier centre at start: 2.50000 angstrom
Wannier centre at end: 3.07821 angstrom
Berry-phase electron displacement: 0.57821 angstrom
integrated full current: 0.57821 angstrom
integrated momentum current: 0.40392 angstrom
missing commutator part: 0.17428 angstrom
momentum-only relative error: -30.14 percent
real-time full displacement: 0.57821 angstrom
real-time momentum displacement: 0.40393 angstrom
real-time shift on doubling the step: 3.9e-08 angstrom
Berry polarization change: -55.307 uC/cm2
full-current polarization change: -55.307 uC/cm2
momentum-only polarization change: -38.636 uC/cm2
mean effective anion charge: -2.3128 e
D = -3.0 eV: Berry 0.64576, momentum 0.87550 angstrom
D = 0.0 eV: Berry 0.60911, momentum 0.60911 angstrom
D = 2.5 eV: Berry 0.59082, momentum 0.48560 angstrom
D = 5.0 eV: Berry 0.57821, momentum 0.40392 angstrom
rigid shift, full velocity: 2.000000 electrons per cell
rigid shift, momentum only: 1.391849 electrons per cell
shift on refinement, full: 5.9e-16 angstrom
shift on refinement, momentum: 7.1e-16 angstrom
Berry shift, 100 to 200 k points: 9.5e-07 angstrom
rough switching field: 1.0 MV/cm
rough relative permittivity: 30
neglected dielectric response: 2.57 uC/cm2
assumed rms vibration: 0.10 angstrom
vibrational shift of mean polarization: 0.0027 uC/cm2
effect of 10 percent deeper final anion well: 1.3946 uC/cm2
spacing of neighbouring chains: 2.588 angstrom
band width at that spacing: 3.078 eV
temperature: 300 K
log10 of thermal carrier factor: -74.1
log10 of interband tunnelling factor: -458
switching time: 1.0 ns
hbar/(gap * switching time): 7.5e-08
all assertions hold
```
